# Parity Alternation and Nine-Layer Beats in a Free-Electron (111) Film

## Problem

Properties of thin Pb(111) films alternate between even and odd numbers of layers, and the sense of the alternation switches about every nine layers. Model such a film as a slab of free electrons with \(N\) layers of spacing \(d\). Let \(k_F\) be the Fermi wavenumber, \(\lambda_F=2\pi/k_F\), \(E_F=\hbar^2k_F^2/2m\), and

\[
s=\frac{d}{\lambda_F/2}=\frac{k_Fd}{\pi},\qquad \Delta=3-2s .
\]

Thus \(2s\) counts the half Fermi wavelengths in two layers, and it is close to three.

1. How many layers separate successive switches of the favoured parity?
2. How large are the oscillations of the energy and of the Fermi level?
3. Does the free-electron density of a tetravalent fcc metal, such as Pb, give nine layers?

Take zero temperature, spin degeneracy, free in-plane motion and rigid layers. The lattice potential, the substrate and self-consistent electrostatics are left out. The Fermi level is measured from the well bottom; a work function would also require the surface dipole.

## First estimate by scaling

Hard walls a distance \(L\) apart allow \(k_n=n\pi/L\), with \(n=1,2,\dots\), so

\[
E_n=E_F\frac{n^2}{\nu^2},\qquad \nu=\frac{k_FL}{\pi}.
\]

A subband edge passes \(E_F\) whenever \(\nu\) passes an integer, so the oscillations follow the fractional part \(x\) of \(\nu\). One layer adds \(s\) to \(\nu\), which is nearly \(3/2\): even and odd films therefore have values of \(x\) about one half apart. Two layers add \(3-\Delta\), so within each parity \(x\) slips by \(\Delta\) per two layers. The parities exchange roles after a slip of one half, which takes

\[
B\approx 2\times\frac{1/2}{|\Delta|}=\frac1{|\Delta|}
\]

layers.

For the size, note that each subband has the two-dimensional density of states per area, spin included,

\[
g=\frac{m}{\pi\hbar^2}=\frac{k_F^2}{2\pi E_F},
\]

because \(m/\hbar^2=k_F^2/2E_F\). The highest occupied subband lies below \(E_F\) by at most about \(2E_F/\nu\). Its grand potential per area has magnitude \(g(E_F-E_n)^2/2\), which suggests

\[
\frac{|\Delta E|}{A}\sim\frac{k_F^2E_F}{4\pi}\,\frac{4}{\nu^2}.
\]

Its electron density is at most about \(2gE_F/\nu\). Sharing a surplus of that size among about \(\nu\) subbands moves the Fermi level by \(|\delta\mu|\sim 2E_F/\nu^2\).

## Exact sums and their leading oscillations

**Filling the subbands.** At chemical potential \(E_F\), subband \(n\) holds \(g(E_F-E_n)\) electrons per area and contributes

\[
\int_{E_n}^{E_F}g(E-E_F)\,dE=-\frac g2(E_F-E_n)^2
\]

to the grand potential. Summing over \(n\le\nu\),

\[
\sigma=\frac{k_F^2}{2\pi}T,\qquad \frac{\Omega}{A}=-\frac{k_F^2E_F}{4\pi}S,
\]
\[
T=\sum_{n\le\nu}\Bigl(1-\frac{n^2}{\nu^2}\Bigr),\qquad
S=\sum_{n\le\nu}\Bigl(1-\frac{n^2}{\nu^2}\Bigr)^2 .
\]

**Poisson summation.** Let \(f(n)\) be either summand, set to zero for \(|n|>\nu\). It is even and continuous, and \(f(0)=1\), so the sum over all integers is twice the wanted sum plus one. Hence

\[
\sum_{n=1}^{\lfloor\nu\rfloor}f(n)=\int_0^\nu f\,dn-\frac12+2\sum_{j\ge1}\int_0^\nu f(n)\cos(2\pi jn)\,dn .
\]

With \(n=\nu u\), the smooth parts are \(T_0=2\nu/3-1/2\) and \(S_0=8\nu/15-1/2\). For the rest put \(q=2\pi j\nu\). Integration by parts gives

\[
\int_0^1(1-u^2)\cos qu\,du=\frac2q\int_0^1u\sin qu\,du=-\frac{2\cos q}{q^2}+\frac{2\sin q}{q^3}.
\]

For the squared factor, two integrations by parts give

\[
\int_0^1(1-u^2)^2\cos qu\,du=\frac4q\int_0^1u(1-u^2)\sin qu\,du
=\frac4{q^2}\int_0^1(1-3u^2)\cos qu\,du .
\]

Since \(\int_0^1u^2\cos qu\,du=\sin q/q+2\cos q/q^2-2\sin q/q^3\), this equals

\[
-\frac{8\sin q}{q^3}-\frac{24\cos q}{q^4}+\frac{24\sin q}{q^5}.
\]

Multiplying by \(2\nu\) and keeping the largest term for \(\nu\gg1\),

\[
T_{\rm osc}\simeq-\frac1{\pi^2\nu}\sum_j\frac{\cos2\pi j\nu}{j^2},\qquad
S_{\rm osc}\simeq-\frac2{\pi^3\nu^2}\sum_j\frac{\sin2\pi j\nu}{j^3}.
\]

These series are polynomials in \(x\). The function \(B_2(x)=x^2-x+\tfrac16\) has zero mean on \([0,1]\) and is symmetric about \(x=\tfrac12\), so it has a pure cosine series. Two integrations by parts give its coefficients as \(1/(\pi^2j^2)\). Integrating that series from zero to \(x\) gives the sine series. With \(B_3(x)=x^3-\tfrac32x^2+\tfrac12x\),

\[
\sum_j\frac{\cos2\pi jx}{j^2}=\pi^2B_2(x),\qquad
\sum_j\frac{\sin2\pi jx}{j^3}=\frac{2\pi^3}3B_3(x).
\]

Therefore \(T_{\rm osc}\simeq-B_2/\nu\) and \(S_{\rm osc}\simeq-4B_3/(3\nu^2)\).

**Position of the walls.** The film must hold the bulk density \(k_F^3/3\pi^2\) times \(Nd\). Using \(k_Fd=\pi s\),

\[
\sigma_N=\frac{k_F^2}{2\pi}\,\frac{2sN}{3}.
\]

For the average Fermi level to equal the bulk value, the smooth density must match this:

\[
\frac{2\nu}3-\frac12=\frac{2sN}3\quad\Rightarrow\quad \nu=sN+\frac34 .
\]

Since \(L=\nu\lambda_F/2\), each hard wall stands \(3\lambda_F/16\) outside the nominal film.

**Fixed electron number.** At \(\mu=E_F\) the density differs from the required one by \((k_F^2/2\pi)T_{\rm osc}\). With \(M\simeq\nu\) occupied subbands, \(\partial\sigma/\partial\mu=gM\), so restoring neutrality requires

\[
\frac{\delta\mu}{E_F}=-\frac{T_{\rm osc}}M\simeq\frac{B_2(x)}{\nu^2}.
\]

The energy at fixed number is \(\Omega/A+E_F\sigma_N\) plus a term \((\sigma_N-\sigma)^2/(2gM)\). That term is of order \(T_{\rm osc}^2/M\sim\nu^{-3}\) in units of \(k_F^2E_F/4\pi\), one power below the leading oscillation. An edge crossed by the small shift \(\delta\mu\) changes \(M\) by one, which is also a higher-order effect. Hence

\[
\frac{\Delta E}{A}\simeq-\frac{k_F^2E_F}{4\pi}S_{\rm osc}\simeq\frac{k_F^2E_F}{3\pi\nu^2}\,B_3(x).
\]

**Sampling at whole layers.** The first harmonic of the energy contains

\[
\sin2\pi\nu=\sin\Bigl(2\pi sN+\frac{3\pi}2\Bigr)=-\cos(3\pi N-\pi\Delta N)=-(-1)^N\cos(\pi\Delta N),
\]

where the last step uses \(\sin3\pi N=0\). Nearness to three supplies the factor \((-1)^N\); the deficit \(\Delta\) supplies the envelope. The envelope vanishes at \(N=(m+\tfrac12)/\Delta\), with \(m\) an integer, so

\[
B=\frac1{|3-2s|}.
\]

Nine layers require \(2s=26/9\), or \(28/9\) on the other side of three.

For the Fermi level, \(\cos2\pi\nu=-(-1)^N\sin(\pi\Delta N)\). Its alternation has the same beat, but is strongest where that of the energy vanishes.

**Other walls.** For a well of finite depth and width \(L=Nd\), let \(k_0\) be the wavenumber at the barrier top. Matching to decaying waves gives \(\tan(kL/2)=\sqrt{k_0^2-k^2}/k\) for even states and \(\tan(kL/2)=-k/\sqrt{k_0^2-k^2}\) for odd ones. Together,

\[
k_nL+2\arcsin(k_n/k_0)=n\pi .
\]

At \(E_F\) this replaces \(3/4\) by \(c=(2/\pi)\arcsin(k_F/k_0)\). The leading oscillation comes from the end of the sum at \(E_F\), so its phase is \(2\pi(sN+c)\), and the envelope zeros become \(N=(2c-m)/\Delta\). The walls move the switches but keep their spacing. For depth \(1.4E_F\) at fixed \(\mu=E_F\), the switches follow \(N=20,29,38,\dots\), compared with \(22,31,40,\dots\) for hard walls at fixed electron number. Not all of this move is due to the walls: the finite well is not exactly neutral at \(\mu=E_F\), and filling it with the bulk number of electrons instead gives \(21,30,39,\dots\).

## Does the fcc density give nine layers?

A cubic cell of edge \(a\) holds four atoms, hence 16 valence electrons, and \(d=a/\sqrt3\). Then \(k_F=(3\pi^2\cdot16)^{1/3}/a\) and

\[
s=\frac{(48\pi^2)^{1/3}}{\sqrt3\,\pi}=1.4326,
\]

whatever the lattice constant. With \(2s=2.8653\) the beat is 7.42 layers, not nine. Nine needs a \(k_F\) larger by 0.82% at the same \(d\). So small a change matters because, for \(2s<3\),

\[
\frac{dB}{B}=\frac{2s}{3-2s}\,\frac{ds}s ,
\]

and the prefactor is 26 at the nine-layer point. Lowering or raising \(k_F\) by 1% from there gives 7.14 or 12.16 layers. The slab shows how such a beat can arise and gives nine layers once a suitable \(k_F\) is supplied; it does not predict the nine. The lattice potential is a possible source of the difference, but it is not calculated here.

## Comparison for a nine-layer model

Choose \(2s=26/9\) and \(E_F=10\) eV. Then \(\lambda_F=0.388\) nm, \(d=0.280\) nm and \(k_F^2E_F/4\pi=2.089\times10^5\) meV/nm². For \(N=18\),

\[
\nu=\frac{13}9\cdot18+\frac34=26.75,\qquad x=0.75,\qquad B_3=-0.0469,\qquad B_2=-0.0208,
\]
\[
\frac{\Delta E}A\simeq2.089\times10^5\cdot\frac43\cdot\frac{-0.0469}{26.75^2}=-18.2\ \text{meV/nm}^2,
\]
\[
\delta\mu\simeq10^4\ \text{meV}\cdot\frac{-0.0208}{26.75^2}=-0.29\ \text{meV}.
\]

The full subband sums give \(-18.3\) meV/nm² and \(-0.29\) meV. Nearer a switch the leading term is less accurate: at \(N=14\) it gives \(-8.1\) meV/nm², against \(-6.9\).

The scaling estimate has the right beat and the right power of \(\nu\), but at \(N=18\) it suggests about 1200 meV/nm² and 28 meV. It counted one subband alone, whereas the oscillation is the difference between the sum over all subbands and its smooth part, and these two nearly cancel. The largest \(|4B_3/3|\) is \(\sqrt3/27=0.064\), in place of the estimated 4. For the Fermi level, \(B_2\) lies between \(-1/12\) and \(1/6\), in place of the estimated 2; at \(N=18\) the shift is smaller still because \(x=0.75\) is close to the zero of \(B_2\) at \(x\approx0.79\).

Stability is read from \(E(N+1)+E(N-1)-2E(N)\), with \(E\) the energy per area. The smooth energy is linear in \(N\) and cancels; a positive value means that splitting a film into equal areas of \(N+1\) and \(N-1\) layers costs energy. The numerical output shows odd films stable at \(N=11\) and 13, even ones from 14 to 22, and then 23. At each switch two neighbouring thicknesses, 13 and 14 or 22 and 23, are both stable.

The subband count shows the slip directly. Two more layers usually add three occupied subbands, but the steps from 12 to 14 and from 21 to 23 add two. Nine layers add 13 to \(\nu\), so \(x\) then repeats.

Two other ratios mark the limits of the picture. At \(2s=3\), \(x\) takes the values 0.25 and 0.75 in turn, and the energy alternates with no beat; the Fermi level of these hard-wall films has no leading alternation there, because \(B_2(0.25)=B_2(0.75)\). At \(2s=2.5\) the formula gives \(B=2\), too short for an envelope; the pattern is better described as repeating every four layers.

Midway between switches, a measurement that averages over equal areas of \(N\) and \(N+1\) layers loses most of the energy alternation, because the first harmonic has opposite signs and nearly equal sizes in the two thicknesses. Across a switch the first harmonic has the same sign in both thicknesses and does not cancel: at \(N=22\) and 23 the oscillating energies are both negative.

## Computed results

```
Chosen Fermi energy: 10.0 eV
Fermi wavenumber: 16.201 nm^-1
Fermi wavelength: 0.3878 nm
Layer spacing: 0.2801 nm
Chosen 2d/(half wavelength): 2.88889
Beat from deficit: 9.000 layers
Outward shift of each wall: 0.0727 nm
Energy-per-area unit: 208865.7 meV/nm^2
Columns: N; occupied subbands; Fermi shift (meV);
 oscillating energy, second difference (meV/nm^2)
10  15     0.39    58.24  -218.55
11  16    -2.38   -32.93   152.47
12  18     2.76    28.36   -95.32
13  19    -2.22    -5.67    32.82
14  20     3.33    -6.87    18.93
15  22    -1.56    10.86   -49.38
16  23     0.87   -20.79    70.26
17  25    -0.73    17.82   -74.69
18  26    -0.29   -18.26    71.18
19  28     0.12    16.85   -62.24
20  29    -0.74   -10.28    46.84
21  31     0.93     9.42   -31.08
22  32    -0.79    -1.95    10.53
23  33     1.25    -2.80     8.04
24  35    -0.62     4.40   -20.37
Hard-wall crossovers after N = 22 31 40 49 58
Finite-well depth: 1.4 E_F
Finite-well crossovers after N = 20 29 38 47 56
Columns: 2d/(half wavelength); beat found; beat law (layers)
2.8889    8.999    9.000
2.8653    7.422    7.423
2.9200   12.499   12.500
3.0800   12.500   12.500
2.5000    2.000    2.000
Free-electron tetravalent fcc s: 1.43264
k_F increase needed for nine: 0.824 %
Beat sensitivity factor at nine: 26.0
Beat for k_F changed by -1 %: 7.14 layers
Beat for k_F changed by +1 %: 12.16 layers
Largest Poisson-sum error: 5.4e-13 (reduced)
Largest finite-well level error: 3.7e-05 E_F
```
